# Optimal finite-difference steps for the derivatives of a noisy energy

An electronic-structure program prints the total energy of a diatomic molecule to eight decimals in hartree. The slope of the energy curve at a bond length of 2 bohr is wanted, and also its curvature, and both must come from energies at displaced geometries. Before the first run a displacement $h$ has to be chosen. If it is too large, the curve bends noticeably between the points. If it is too small, the energies differ only in their last printed digits, and the quotient consists mostly of rounding error. The best choice lies between these extremes and differs for each difference formula.

## The estimate on the back of an envelope

Let $E(R)$ be the smooth energy curve and $\eta$ the largest error of a computed energy. Suppose that the curve varies by an energy $D$ over a length $a$, so that its $n$th derivative has the rough size $D/a^n$. Numerical factors are dropped for the moment.

The forward difference $[E(R+h)-E(R)]/h$ replaces a tangent by a chord. Its truncation error, which would remain with perfect energies, is about $hE''\sim hD/a^2$. The noise contributes about $\eta/h$. The two are equal when

$$h^2\sim a^2\frac{\eta}{D},\qquad h\sim a\left(\frac{\eta}{D}\right)^{1/2}.$$

The central difference $[E(R+h)-E(R-h)]/(2h)$ is symmetric, so the curvature cancels and the truncation error is about $h^2D/a^3$. The noise is still about $\eta/h$. Equality gives $h^3\sim a^3\eta/D$.

The second difference $[E(R+h)-2E(R)+E(R-h)]/h^2$ has a truncation error of about $h^2D/a^4$, but its noise is divided by $h^2$. Equality gives $h^4\sim a^4\eta/D$.

Now let $\varepsilon=\eta/|E|$ be the relative noise of the total energy. Since $\eta=\varepsilon|E|$, the three steps are proportional to $\varepsilon^{1/2}$, $\varepsilon^{1/3}$ and $\varepsilon^{1/4}$ for a given curve. These powers are pure numbers, and a length must multiply them before they become steps.

For numbers, take a model diatomic with round parameters,

$$E(R)=-100+0.2\left[1-e^{-(R-1.8)}\right]^2,$$

with $E$ in hartree and $R$ in bohr. The well is $D=0.2$ hartree deep and its length scale is $a=1$ bohr. The constant $-100$ stands for the large part of a total energy that does not depend on geometry. Rounding to eight decimals makes an error of at most half a unit in the last place, so $\eta=5\times10^{-9}$ hartree and $\eta/D=2.5\times10^{-8}$. The estimated steps are the square, cube and fourth roots of this number: $1.6\times10^{-4}$, $2.9\times10^{-3}$ and $1.3\times10^{-2}$ bohr.

## Truncation errors

For the controlled version, assume that $E$ has as many continuous derivatives as the expansions need, and that $h$ is small enough for the first neglected term to dominate the truncation error. Write $M_n=|E^{(n)}(R)|$ and assume that the $M_n$ in use is not zero. Taylor's expansion is

$$E(R\pm h)=E\pm hE'+\frac{h^2}{2}E''\pm\frac{h^3}{6}E'''+\frac{h^4}{24}E''''\pm\dots,$$

where everything on the right is evaluated at $R$.

For the forward difference, take the upper sign, subtract $E$ and divide by $h$:

$$\frac{E(R+h)-E(R)}{h}=E'+\frac h2E''+O(h^2).$$

For the central difference, subtract the lower-sign expansion from the upper one. Even powers cancel and odd powers double, which leaves $2hE'+h^3E'''/3+O(h^5)$. Division by $2h$ gives

$$\frac{E(R+h)-E(R-h)}{2h}=E'+\frac{h^2}{6}E'''+O(h^4).$$

For the second difference, add the two expansions. Odd powers cancel and even powers double, which leaves $2E+h^2E''+h^4E''''/12+O(h^6)$. Subtracting $2E$ and dividing by $h^2$ gives

$$\frac{E(R+h)-2E(R)+E(R-h)}{h^2}=E''+\frac{h^2}{12}E''''+O(h^4).$$

## Noise errors

The computed energy is $E+\delta$ with $|\delta|\le\eta$. Let $\delta_+$, $\delta_0$ and $\delta_-$ be the errors at $R+h$, $R$ and $R-h$. They enter the quotients with the same weights as the energies, and the triangle inequality gives

$$\left|\frac{\delta_+-\delta_0}{h}\right|\le\frac{2\eta}{h},\qquad
\left|\frac{\delta_+-\delta_-}{2h}\right|\le\frac{\eta}{h},\qquad
\left|\frac{\delta_+-2\delta_0+\delta_-}{h^2}\right|\le\frac{4\eta}{h^2}.$$

Each limit is reached when all errors have size $\eta$ and suitable signs. Reversing all the signs reverses the noise error, so it can also be given the sign of the truncation error. If nothing is known about the noise except its size, the worst-case error is therefore the sum of the two magnitudes.

The displacement itself is taken as free of error. This is justified here: storing $R+h$ in double precision shifts it by about $2\times10^{-16}$ bohr, which at a slope of 0.06 hartree/bohr changes the energy by about $10^{-17}$ hartree.

## Balancing the two errors

In all three cases the worst-case error has the form

$$B(h)=Ah^p+Ch^{-q},$$

with positive $A$, $C$, $p$ and $q$. It grows without limit for $h\to0$ and for $h\to\infty$, so it has a minimum in between, where

$$B'(h)=pAh^{p-1}-qCh^{-q-1}=0.$$

Multiplying by $h^{q+1}$ and solving gives the single solution

$$h^{p+q}=\frac{qC}{pA}.$$

The same condition, multiplied by $h$, reads $p\,(Ah^p)=q\,(Ch^{-q})$. At the optimum, truncation and noise are thus in the ratio $q:p$. They are equal only if $p=q$.

**Forward difference.** Here $A=M_2/2$, $C=2\eta$ and $p=q=1$, so $h^2=4\eta/M_2$ and

$$h_{\rm f}=2\left(\frac{\eta}{M_2}\right)^{1/2}.$$

The noise part is $2\eta/h_{\rm f}=(\eta M_2)^{1/2}$. The truncation part is equal to it, so the least worst-case error is $B_{\rm f}=2(\eta M_2)^{1/2}$.

**Central difference.** Here $A=M_3/6$, $C=\eta$, $p=2$ and $q=1$, so $h^3=\eta/(M_3/3)$ and

$$h_{\rm c}=\left(\frac{3\eta}{M_3}\right)^{1/3}.$$

The truncation part is half the noise part $\eta/h_{\rm c}$. The sum is

$$B_{\rm c}=\frac32\,\frac{\eta}{h_{\rm c}}=\frac32\,\eta^{2/3}\left(\frac{M_3}{3}\right)^{1/3}.$$

**Second difference.** Here $A=M_4/12$, $C=4\eta$ and $p=q=2$, so $h^4=4\eta/(M_4/12)$ and

$$h_{\rm s}=\left(\frac{48\eta}{M_4}\right)^{1/4}.$$

The noise part is $4\eta/h_{\rm s}^2=4\eta\,[M_4/(48\eta)]^{1/2}=(\eta M_4/3)^{1/2}$, because $16/48=1/3$. The truncation part is equal to it, so $B_{\rm s}=2(\eta M_4/3)^{1/2}$.

To display the relative noise, insert $\eta=\varepsilon|E|$ and define the lengths $L_n=(|E|/M_n)^{1/n}$:

$$h_{\rm f}=2L_2\,\varepsilon^{1/2},\qquad h_{\rm c}=3^{1/3}L_3\,\varepsilon^{1/3},\qquad h_{\rm s}=48^{1/4}L_4\,\varepsilon^{1/4}.$$

The least errors scale as $\varepsilon^{1/2}$, $\varepsilon^{2/3}$ and $\varepsilon^{1/2}$. For given $L_2$ and $L_3$ and small enough $\varepsilon$, the central difference uses a larger step than the forward difference, and its error falls faster as the energies improve.

## The steps for the model molecule

At $R=2$ bohr the model has $E=-99.99342829$ hartree, and its derivatives are $E'=0.059364$, $E''=0.208764$, $E'''=-0.745020$ and $E''''=1.817532$ in hartree and bohr. The optimal steps for eight printed decimals are

$$h_{\rm f}=2\left(\frac{5\times10^{-9}}{0.2088}\right)^{1/2}=3.10\times10^{-4}\ \text{bohr},$$

$$h_{\rm c}=\left(\frac{1.5\times10^{-8}}{0.7450}\right)^{1/3}=2.72\times10^{-3}\ \text{bohr},$$

$$h_{\rm s}=\left(\frac{2.4\times10^{-7}}{1.8175}\right)^{1/4}=1.91\times10^{-2}\ \text{bohr}.$$

In ångström they are $1.64\times10^{-4}$, $1.44\times10^{-3}$ and $1.01\times10^{-2}$. The envelope estimate was within a factor of two in each case.

The worst-case errors at these steps are $6.5\times10^{-5}$ and $2.8\times10^{-6}$ hartree/bohr for the two slopes, and $1.1\times10^{-4}$ hartree/bohr² for the curvature. Relative to the derivatives themselves, these are 0.11%, 0.005% and 0.05%.

The relative noise is $\varepsilon=5.0\times10^{-11}$, and the lengths are $L_2=21.9$, $L_3=5.12$ and $L_4=2.72$ bohr. They exceed the length scale of the well because $|E|$ contains the constant 100 hartree, which contributes nothing to the derivatives. Setting $L_2$ to 1 bohr would make the forward step too small by a factor of 22.

The convenient steps 0.0003, 0.003 and 0.02 bohr are close to the optima. The energies required, rounded to eight decimals, are:

| $R$ (bohr) | $E$ (hartree) |
|---|---|
| 1.9800 | −99.99457282 |
| 1.9970 | −99.99360544 |
| 2.0000 | −99.99342829 |
| 2.0003 | −99.99341047 |
| 2.0030 | −99.99324926 |
| 2.0200 | −99.99220023 |

The forward difference is $0.00001782/0.0003=0.05940$ hartree/bohr, with an error of $3.6\times10^{-5}$. The central difference is $0.00035618/0.006=0.05936333$ hartree/bohr, with an error of $-9.5\times10^{-7}$ against $E'=0.05936428$. The second difference is $0.00008353/0.0004=0.208825$ hartree/bohr², with an error of $6.1\times10^{-5}$. All three errors lie below the worst case, since the rounding errors did not take their least favourable values.

## Comparison with a direct search

The formulas keep one truncation term. To see what this costs, the energies can be evaluated with 50 digits, errors $\pm\eta$ added in every combination of signs, and the largest resulting error minimised numerically over $h$ up to 0.1 bohr. The limit matters for the forward difference: near $h=3$ bohr the chord of this curve happens to be parallel to the tangent, so the truncation error vanishes there by accident, at a step that cannot be found without already knowing the slope. This search gives $3.096\times10^{-4}$, $2.720\times10^{-3}$ and $1.906\times10^{-2}$ bohr.

The forward step from the formula is $3.095\times10^{-4}$ bohr, lower by about 0.04%. The next Taylor term accounts for this. Since $E'''$ and $E''$ have opposite signs, the truncation error is $hM_2/2-h^2M_3/6$, and the minimum condition becomes

$$\frac{M_2}{2}-\frac{hM_3}{3}=\frac{2\eta}{h^2}.$$

Solving for $h^2$ gives $h^2=h_{\rm f}^2/[1-2hM_3/(3M_2)]$. For a small correction the square root is $h\approx h_{\rm f}[1+h_{\rm f}M_3/(3M_2)]$, and the last term is $3.7\times10^{-4}$.

Repeating the search for $\eta$ from $10^{-8}$ down to $10^{-16}$ hartree, in factors of 100, and fitting straight lines to the logarithms gives step exponents 0.5000, 0.3333 and 0.2500. The error exponents are 0.5000, 0.6667 and 0.5000.

## What a wrong step costs

Suppose that the step is $k$ times the optimal one. The truncation part is multiplied by $k^p$ and the noise part by $k^{-q}$. At the optimum the two parts are one half each for the forward and second differences, and one third and two thirds for the central difference. The worst-case error therefore grows by the factors

$$\frac{k+k^{-1}}2,\qquad \frac{k^2+2k^{-1}}3,\qquad \frac{k^2+k^{-2}}2$$

for the forward, central and second difference. A step ten times too large costs factors of about 5, 33 and 50. A step ten times too small costs about 5, 7 and 50. If the size of $M_3$ is uncertain, a central difference is thus safer with a step somewhat too small than with one too large by the same factor.

A more serious error is to use the wrong $\varepsilon$. The square root of the double-precision machine epsilon, read as a length in bohr, is $1.49\times10^{-8}$. Over this distance the model energy changes by $0.0594\times1.49\times10^{-8}=8.8\times10^{-10}$ hartree, less than a tenth of the last printed unit. The printed difference is usually zero and occasionally $10^{-8}$ hartree, so the slope comes out as either 0 or 0.67 hartree/bohr. Over 40,000 geometries drawn at random within 0.02 bohr of $R=2$ bohr, the root-mean-square error is 0.19 hartree/bohr, about three times the slope itself.

## Typical noise instead of the worst case

Rounding errors seldom conspire. Treat them as independent and uniformly distributed between $-\eta$ and $\eta$. Their mean is zero and their variance is

$$\sigma^2=\frac1{2\eta}\int_{-\eta}^{\eta}\delta^2\,d\delta=\frac{\eta^2}{3}.$$

Variances add with squared weights, so the mean-square noise is $2\sigma^2/h^2$, $2\sigma^2/(4h^2)=\sigma^2/(2h^2)$ and $(1+4+1)\sigma^2/h^4$ in the three cases. Because the mean is zero, there is no cross term with truncation, and the mean-square errors are

$$\frac{M_2^2h^2}{4}+\frac{2\sigma^2}{h^2},\qquad
\frac{M_3^2h^4}{36}+\frac{\sigma^2}{2h^2},\qquad
\frac{M_4^2h^4}{144}+\frac{6\sigma^2}{h^4}.$$

Each has the form of $B(h)$ again, and the rule $h^{p+q}=qC/(pA)$ gives $h^4=8\sigma^2/M_2^2$, $h^6=9\sigma^2/M_3^2$ and $h^8=864\sigma^2/M_4^2$. Hence

$$h=\left(\frac{\sqrt8\,\sigma}{M_2}\right)^{1/2},\quad
\left(\frac{3\sigma}{M_3}\right)^{1/3},\quad
\left(\frac{\sqrt{864}\,\sigma}{M_4}\right)^{1/4}.$$

The exponents are unchanged and the steps are somewhat shorter: $1.98\times10^{-4}$, $2.27\times10^{-3}$ and $1.47\times10^{-2}$ bohr.

This can be compared with energies that really are rounded to eight decimals, at the same 40,000 geometries. Among trial steps spaced by 13%, the smallest root-mean-square errors occur at $1.90\times10^{-4}$, $2.43\times10^{-3}$ and $1.50\times10^{-2}$ bohr. Each agrees with its formula to within one spacing.

## Where the rules change

If $E''$ vanishes, the formula for $h_{\rm f}$ diverges, because the leading truncation term has disappeared. The next one is $h^2M_3/6$. With $A=M_3/6$, $C=2\eta$, $p=2$ and $q=1$, the optimum is $h=(6\eta/M_3)^{1/3}$, so the exponent is $1/3$ instead of $1/2$. In the model, set $y=e^{-(R-1.8)}$. Then $E''=0.2(4y^2-2y)$, which vanishes at $y=1/2$, or $R=1.8+\ln2=2.493$ bohr. The direct search at this point, for $\eta$ from $10^{-10}$ to $10^{-16}$ hartree, gives an exponent of 0.3334.

For a purely quadratic energy the central difference has no truncation error at all. Only the noise term $\eta/h$ remains, and it falls as $h$ grows, so the worst-case error keeps decreasing up to the largest step for which the curve remains quadratic.

The size of the total energy matters when the noise comes from the number format. Double-precision numbers near 100 are spaced by $1.42\times10^{-14}$, which gives $\eta=7.1\times10^{-15}$ hartree if no other error is present. If the constant in the model is changed from $-100$ to $-10000$ hartree, the spacing and $\eta$ grow by a factor of 128, while every derivative stays the same. The forward step should grow by $128^{1/2}=11.3$ and the second-difference step by $128^{1/4}=3.4$. The central step should grow by $128^{1/3}=5.0$. A scan of the root-mean-square error with unrounded double-precision energies finds the best forward step moving from $2.3\times10^{-7}$ to $2.6\times10^{-6}$ bohr, the best central step from $2.7\times10^{-5}$ to $1.2\times10^{-4}$ bohr, and the best second-difference step from $5.2\times10^{-4}$ to $1.75\times10^{-3}$ bohr. The trial steps are spaced by 13% and scaled with the formula step, so these ratios test the prediction only to within one spacing. The central ratio, about 4.5, lies one spacing below the predicted value.

In a self-consistent calculation, $\eta$ must also cover the error left by incomplete convergence, which may far exceed the rounding error. If part of the error varies smoothly with $R$, its difference quotient tends to its own derivative as $h\to0$. Unless that derivative happens to be zero, the computed slope stays shifted however small the step is, and no choice of step removes the shift. If it comes from incomplete self-consistency, the cure is a tighter threshold; if it comes from another approximation, such as a coarse integration grid in density-functional calculations, a tighter threshold leaves it unchanged and that approximation must be refined instead.
